\section*{Comment on Using the Pauli Mass-Velocity and Darwin Terms Self-Consistently}

\section{The argument under review}

The argument concerns scalar relativistic corrections to atomic energies. It runs as follows. The mass-velocity and Darwin terms of the Pauli Hamiltonian give good corrections in first-order perturbation theory. First order uses nonrelativistic orbitals, however, and so misses their relaxation. The remedy proposed is to put both terms into the Fock or Kohn--Sham operator, iterate to self-consistency, and enlarge the basis until the energy settles. Three reasons are offered for trusting this: the terms are small, the Darwin term is repulsive at the nucleus, and electron repulsion opposes any crowding there.

A calculation on beryllium is offered in support. In a basis of nine $s$ Gaussians the first-order correction is $-0.00234$ hartree, and the self-consistent shift is $-0.00237$ hartree. The small difference is read as orbital relaxation.

The premise about first order is sound, and the two numbers are correct. The question is whether the energy being minimized has a minimum.

\section{The Hamiltonian and the origin of its terms}

I use Hartree atomic units, in which $c=137.036$ and $c^2=18778.9$, and a point nucleus of charge $Z$. Spin-orbit coupling, the two-electron Darwin term and the Breit interaction are left out, as in the argument.

The relativistic kinetic energy of a free electron, with the rest energy removed, is
\begin{equation}
K(p)=c^2\left[\sqrt{1+\frac{p^2}{c^2}}-1\right]
=\frac{p^2}{2}-\frac{p^4}{8c^2}+\cdots .
\label{root}
\end{equation}
The second form follows from $\sqrt{1+x}=1+x/2-x^2/8+\cdots$ with $x=p^2/c^2$. This series converges for $p<c$ and diverges for $p>c$. The mass-velocity term is its second member.

The Darwin term is $\nabla^2V/(8c^2)$. With $V=-Z/r$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ it equals $+\pi Z\,\delta(\mathbf r)/(2c^2)$. The one-electron operator is therefore
\begin{equation}
h=\frac{p^2}{2}-\frac{Z}{r}-\frac{p^4}{8c^2}+\frac{\pi Z}{2c^2}\,\delta(\mathbf r).
\label{h}
\end{equation}

The truncated kinetic function $k(p)=p^2/2-p^4/(8c^2)$ has the derivative $p-p^3/(2c^2)$, so it turns over at $p=\sqrt2\,c$. It vanishes at $p=2c$ and is negative beyond. First order evaluates this function in a fixed state of low momentum. A minimization is free to look for high momenta, where the function rewards them.

\section{A trial function that decides the matter}

For any normalized trial function, the expectation value of $h$ is an upper bound to its lowest energy. If a family of such functions has energies that fall without limit, there is no lowest energy. Take
\begin{equation}
\psi=N e^{-\alpha r^2},\qquad N^2=\left(\frac{2\alpha}{\pi}\right)^{3/2},
\end{equation}
and let $\alpha$ grow, which squeezes the electron towards the nucleus.

\subsection*{The averages}

Define $I_n=\int_0^\infty r^n e^{-2\alpha r^2}dr$. Then $I_1=1/(4\alpha)$, and integration by parts gives $I_{n+2}=(n+1)I_n/(4\alpha)$. Since averages are ratios to $I_2$,
\begin{equation}
\langle r^2\rangle=\frac{I_4}{I_2}=\frac{3}{4\alpha},\qquad
\langle r^4\rangle=\frac{I_6}{I_2}=\frac{5}{4\alpha}\,\frac{3}{4\alpha}=\frac{15}{16\alpha^2}.
\end{equation}
From $\psi'=-2\alpha r\psi$ and $\psi''=(4\alpha^2r^2-2\alpha)\psi$,
\begin{equation}
\nabla^2\psi=\psi''+\frac{2}{r}\psi'=(4\alpha^2r^2-6\alpha)\psi .
\end{equation}
With $p^2=-\nabla^2$ this gives
\begin{align}
\langle p^2\rangle&=6\alpha-4\alpha^2\,\frac{3}{4\alpha}=3\alpha,\\
\langle p^4\rangle&=\int|\nabla^2\psi|^2d^3r
=16\alpha^4\,\frac{15}{16\alpha^2}-48\alpha^3\,\frac{3}{4\alpha}+36\alpha^2
=15\alpha^2 .
\end{align}
Moving one factor $p^2$ to the left is allowed because $\psi$ is smooth and decays fast. For the nuclear attraction,
\begin{equation}
\left\langle\frac1r\right\rangle=4\pi N^2I_1
=\frac{\pi}{\alpha}\left(\frac{2\alpha}{\pi}\right)^{3/2}
=2\sqrt{\frac{2\alpha}{\pi}} .
\end{equation}
The Darwin term needs the density at the nucleus, $|\psi(0)|^2=N^2$:
\begin{equation}
\frac{\pi Z}{2c^2}\left(\frac{2\alpha}{\pi}\right)^{3/2}
=\frac{Z\alpha}{c^2}\sqrt{\frac{2\alpha}{\pi}}
=\frac{Z}{c^2}\sqrt{\frac2\pi}\;\alpha^{3/2}.
\end{equation}

\subsection*{The energy}

Collecting the four terms,
\begin{equation}
E(\alpha)=\frac{3\alpha}{2}-2Z\sqrt{\frac{2\alpha}{\pi}}
-\frac{15\alpha^2}{8c^2}+\frac{Z}{c^2}\sqrt{\frac2\pi}\;\alpha^{3/2}.
\label{E}
\end{equation}
Dividing by $\alpha^2$ makes every term vanish for $\alpha\to\infty$ except one, so
\begin{equation}
\frac{E(\alpha)}{\alpha^2}\longrightarrow-\frac{15}{8c^2},
\qquad E(\alpha)\longrightarrow-\infty .
\end{equation}
This is variational collapse. It happens for every $Z$ and every finite $c$. The Darwin term is repulsive, as the argument says, but it grows as $\alpha^{3/2}$ and loses to $\alpha^2$. The smallness of $1/c^2$ sets where the fall begins, not whether it occurs.

For one electron at $Z=4$ and $\alpha=10^5$ bohr$^{-2}$, the terms in the order of Eq.~(\ref{E}) are, in hartree,
\begin{equation}
150000.0-2018.5-998462.9+5374.4=-845107.0 .
\end{equation}

\section{Why a modest calculation does not notice}

Along the family of single Gaussians the fall is hidden behind a barrier. At small $\alpha$ the terms in $1/c^2$ are negligible, and the stationary condition is $3/2=Z\sqrt{2/\pi}\,\alpha^{-1/2}$. It gives $\alpha=8Z^2/(9\pi)$ and $E=-4Z^2/(3\pi)$. For $Z=4$ the full expression has its local minimum at $\alpha=4.53$ bohr$^{-2}$ with $E=-6.791$ hartree. This is the ordinary atomic state, as well as one Gaussian can describe it.

At large $\alpha$ the kinetic and mass-velocity terms dominate. Keeping these two,
\begin{equation}
\frac{dE}{d\alpha}\approx\frac32-\frac{15\alpha}{4c^2}=0
\quad\Rightarrow\quad \alpha\approx\frac{2c^2}{5},
\end{equation}
and their sum returns to zero at $\alpha\approx4c^2/5$. The estimates are 7512 and 15023 bohr$^{-2}$. With all four terms the barrier top is at 7436 bohr$^{-2}$, where $E=5192$ hartree, and the energy drops below the local minimum at 14707 bohr$^{-2}$.

This barrier belongs to the one-parameter family, and linear mixing goes around it. Let $\psi_0$ have energy $E_0$ and $\psi_1$ a lower energy $E_1'$, both real and normalized. The energy of $\psi_0+t\psi_1$ differs from $E_0$ by $[2t\langle\psi_0|h-E_0|\psi_1\rangle+t^2(E_1'-E_0)]/\|\psi_0+t\psi_1\|^2$, which for one sign of $t$ is negative at every $|t|>0$. A basis is therefore safe only if none of its combinations carries enough high momentum, and this depends on the spacing of the exponents as well as on the steepest one. For $Z=4$ and a top exponent of 5000 bohr$^{-2}$, below the barrier top, eleven exponents in ratio 3 give a lowest eigenvalue of $-8.00$ hartree, while twenty in ratio 1.5 give $-5851$ hartree. In any finite basis $h$ is a finite matrix with a lowest eigenvalue, so an answer exists. What guarantees it is the restriction of the basis, not the Hamiltonian.

Freezing the core orbitals does not by itself supply the missing guarantee. The overlap of the Gaussian with a fixed bounded orbital $\varphi$ is at most $\max|\varphi|\int\psi\,d^3r$, which is proportional to $\alpha^{3/4}\alpha^{-3/2}=\alpha^{-3/4}$. Call this overlap $\sigma$, and let $\varphi$ have finite $\|\nabla^2\varphi\|$. The orthogonalized function $\psi-\sigma\varphi$ has norm $\sqrt{1-\sigma^2}\to1$. By the triangle inequality its Laplacian has norm at least $\sqrt{15}\,\alpha-|\sigma|\,\|\nabla^2\varphi\|$. Its kinetic and Darwin energies still grow only as $\alpha$ and $\alpha^{3/2}$. The term in $-\alpha^2$ therefore survives.

\section{The truncation is at fault}

One might suspect that the relativistic kinetic energy is itself too weak to hold this electron. That can be checked by keeping the square root in Eq.~(\ref{root}) for the same trial function.

The Fourier transform of $\psi$ is proportional to $e^{-p^2/(4\alpha)}$, so the normalized momentum density is $(2\pi\alpha)^{-3/2}e^{-p^2/(2\alpha)}$. Using $\int_0^\infty p^3e^{-p^2/(2\alpha)}dp=2\alpha^2$,
\begin{equation}
\langle p\rangle=\frac{4\pi\,(2\alpha^2)}{(2\pi\alpha)^{3/2}}
=\frac{4\alpha}{\sqrt{2\pi\alpha}}=2\sqrt{\frac{2\alpha}{\pi}} .
\end{equation}
This equals $\langle1/r\rangle$. Because $\sqrt{1+x^2}\ge x$, we have $K(p)\ge cp-c^2$, and hence
\begin{equation}
\langle K\rangle-Z\left\langle\frac1r\right\rangle
\ \ge\ 2(c-Z)\sqrt{\frac{2\alpha}{\pi}}-c^2 .
\end{equation}
For $Z<c$ the right side rises without limit. At $\alpha=10^5$ bohr$^{-2}$ and $Z=4$ the energy $\langle K\rangle-Z\langle1/r\rangle$, which leaves out the positive Darwin term, is $+51385$ hartree, against $-845107$ hartree for the Pauli operator. The probability of finding $p>2c$ in this state is 0.86, so most of the momentum distribution lies where $k(p)$ is negative.

The comparison shows that the collapse of this trial function comes from using the truncated series outside its range. It covers Gaussians alone and does not prove that the square-root Hamiltonian is bounded below for all states.

\section{Electron repulsion does not help}

The third reason in the argument concerns many electrons. Take any determinant of orthonormal orbitals $\varphi_i$ with finite energy terms, and compress every orbital by the same factor:
\begin{equation}
\varphi_i(\mathbf r)\to\lambda^{3/2}\varphi_i(\lambda\mathbf r).
\end{equation}
The prefactor preserves orthonormality. Each $\nabla$ brings a factor $\lambda$, so the kinetic energy scales as $\lambda^2$ and $\langle p^4\rangle$ as $\lambda^4$. Each inverse distance, $1/r$ or $1/r_{12}$, brings $\lambda$, in exchange integrals as in direct ones. The density at the nucleus brings $\lambda^3$. Therefore
\begin{equation}
E(\lambda)=\lambda^2T+\lambda W-\lambda^4M+\lambda^3D,\qquad
M=\frac{1}{8c^2}\sum_i\int|\nabla^2\varphi_i|^2d^3r>0,
\label{scale}
\end{equation}
where $W$ contains nuclear attraction and all electron repulsion, and $D$ is the Darwin energy. The repulsion grows as $\lambda$ and cannot stop a fall as $\lambda^4$. The Hartree--Fock energy with Pauli terms thus has no minimum.

The same holds for a Kohn--Sham energy with local-density exchange. That exchange energy is proportional to $\int n^{4/3}d^3r$. With $n\to\lambda^3n(\lambda\mathbf r)$ it gains $\lambda^4$ from the integrand and $\lambda^{-3}$ from the volume, which leaves $\lambda$.

For the nonrelativistic Be determinant in the nine-function basis, $T=14.548$, $W=-29.114$, $M=0.012599$ and $D=0.010258$ hartree. At $\lambda=10$,
\begin{equation}
E\approx1454.8-291.1-126.0+10.3=1048\ \text{hartree},
\end{equation}
so moderate compression is punished. At $\lambda=100$ the mass-velocity part is about $-1.26\times10^6$ hartree, the kinetic part $1.45\times10^5$ hartree, and the total $-1.107\times10^6$ hartree.

\section{The beryllium evidence, extended}

The supporting calculation should be repeated with steeper functions. This is restricted Hartree--Fock for $1s^22s^2$, without electron correlation, with exponents $0.05\times3^k$ bohr$^{-2}$.

The matrix of $p^4$ follows from the Laplacian found above. For $s$ Gaussians with exponents $a$ and $b$, let $s=a+b$. The product $e^{-sr^2}$ has $\langle r^2\rangle=3/(2s)$ and $\langle r^4\rangle=15/(4s^2)$, so
\begin{align}
\frac{\langle a|p^4|b\rangle}{\langle a|b\rangle}
&=\left\langle(4a^2r^2-6a)(4b^2r^2-6b)\right\rangle\nonumber\\
&=16a^2b^2\,\frac{15}{4s^2}-24ab\,s\,\frac{3}{2s}+36ab
=\frac{60a^2b^2}{(a+b)^2}.
\end{align}

Each self-consistent run starts from the converged nonrelativistic density and fills the two lowest orbitals. In the table, $E_1$ is the first-order Pauli correction and $\Delta$ is the self-consistent Pauli energy minus the nonrelativistic energy, both in hartree. The last column is the root-mean-square momentum of the lowest orbital.

\begin{center}
\begin{tabular}{rrrrr}
functions & top exponent & $E_1$ & $\Delta$ & $p_{\rm rms}/c$\\
9 & 328 & $-0.00234$ & $-0.00237$ & 0.027\\
10 & 984 & $-0.00244$ & $-0.00249$ & 0.027\\
11 & 2952 & $-0.00248$ & $-0.00258$ & 0.027\\
12 & 8857 & $-0.00250$ & $-0.00310$ & 0.027\\
13 & 26572 & $-0.00251$ & $-2.5\times10^{5}$ & 2.9\\
14 & 79716 & $-0.00251$ & $-3.4\times10^{6}$ & 5.0
\end{tabular}
\end{center}

The nonrelativistic energy changes by only 0.006 hartree over the whole table, from $-14.5664$ to $-14.5725$ hartree, so the added functions are harmless in themselves. With the Pauli terms in the Fock operator and the two lowest orbitals filled, the run with thirteen functions ends in a collapsed state instead of the atomic one. The iteration still converges, which shows that convergence of the iteration is no evidence of a sound energy.

The rows before the collapse also matter. The difference between $\Delta$ and $E_1$, which the argument reads as relaxation, is 1\% of $E_1$ with nine functions and 24\% with twelve. It does not settle as the basis grows. A second-order sum over the nonrelativistic virtual orbitals, without the response of the repulsion, shows two causes. With unperturbed virtual energies it gives $-2.7$, $-4.9$, $-8.4$ and $-14$, in units of $10^{-5}$ hartree, for nine to twelve functions, so it already grows by a factor near 1.7 with each added function. When the Pauli terms are also allowed to act among the virtual orbitals, which lowers the steep ones, it gives $-2.8$, $-5.2$, $-10.2$ and $-60$, in agreement with $\Delta-E_1$.

The single-Gaussian threshold of 14707 bohr$^{-2}$ was derived for one function and need not carry over to a basis. With thirteen functions, the steepest one alone has $p_{\rm rms}/c=\sqrt{3\times26572}/137.04=2.06$, while the lowest orbital has 2.9. A combination of Gaussians can thus carry more momentum than its steepest member. The table does not locate the threshold for a basis, since both collapsed bases contain an exponent above 14707 bohr$^{-2}$. A denser basis collapses below that value: nineteen exponents $0.05\times2^k$ bohr$^{-2}$, with top exponent 13107 bohr$^{-2}$, give $\Delta=-1.0\times10^{5}$ hartree.

\section{What may be kept}

First-order theory survives because it takes an average in a given state and does not search for a minimum. The hydrogenic $1s$ state $\varphi=\sqrt{Z^3/\pi}\,e^{-Zr}$ shows this. Here $\nabla^2\varphi=(Z^2-2Z/r)\varphi$, and
\begin{equation}
\left\langle\frac1r\right\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=Z,\qquad
\left\langle\frac1{r^2}\right\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2 .
\end{equation}
Hence $\langle p^4\rangle=Z^4-4Z^3\,Z+4Z^2\,2Z^2=5Z^4$. With $|\varphi(0)|^2=Z^3/\pi$ the correction is
\begin{equation}
-\frac{5Z^4}{8c^2}+\frac{Z^4}{2c^2}=-\frac{Z^4}{8c^2}.
\end{equation}
The Dirac energy of the same state, without the rest energy, is
\begin{equation}
c^2\left[\sqrt{1-\frac{Z^2}{c^2}}-1\right]
=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\cdots,
\end{equation}
whose second term agrees. For $Z=4$ the two parts are $-0.00852$ and $+0.00682$ hartree, with sum $-0.00170$ hartree. The first omitted term is smaller than the correction by the factor $Z^2/(2c^2)$. First order is therefore good for light atoms and loses accuracy as $Z$ grows.

\section{Recommendation}

The conclusion of the argument should be withdrawn. The first-order value for Be, $-0.0025$ hartree or about $-0.07$ eV in the larger bases, can stand as the leading scalar correction within Hartree--Fock and within the terms kept here. It converges slowly with the steepest exponent: bases reaching about $10^6$ bohr$^{-2}$ give $-0.002516$ hartree, some $5\times10^{-6}$ hartree below the fourteen-function value, so the third digit in the table is not yet final. The self-consistent values should not be reported as improvements on it: a modest one depends on how much high momentum the basis leaves out, through its steepest exponents and their spacing. If orbital relaxation is to be obtained by minimizing the energy, it needs a Hamiltonian whose kinetic energy does not turn negative at high momentum. The numerical check checks the averages, the scaling law and the collapse numerically.

\section*{Computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.;  c^2 = 18778.865 a.u.
nuclear charge Z = 4
One electron, one Gaussian; energies in hartree, alpha in bohr^-2
alpha | kinetic | nuclear | mass-velocity | Darwin | Pauli total
        1 | 1.5000 | -6.3831 | -0.000100 | 0.000170 | -4.8830
       10 | 15.0000 | -20.1851 | -0.009985 | 0.005374 | -5.1897
     1000 | 1500.0000 | -201.8506 | -99.846290 | 5.374409 | 1203.6775
    10000 | 15000.0000 | -638.3076 | -9984.628959 | 169.953734 | 4547.0171
    20000 | 30000.0000 | -902.7033 | -39938.515836 | 480.701752 | -10360.5174
   100000 | 150000.0000 | -2018.5060 | -998462.895894 | 5374.408970 | -845106.9929
  1000000 | 1500000.0000 | -6383.0765 | -99846289.589430 | 169953.734223 | -98182718.9317
alpha | total with full square root (hartree) | probability p > 2c
        1 | -4.8832 | 0.000e+00
       10 | -5.1950 | 0.000e+00
     1000 | 1212.8771 | 3.423e-16
    10000 | 10037.2399 | 5.726e-02
    20000 | 17180.2013 | 2.891e-01
   100000 | 51384.9378 | 8.611e-01
  1000000 | 194530.4462 | 9.946e-01
local minimum: alpha = 4.5293 bohr^-2, E = -6.79102 hartree
barrier top: alpha = 7436.3 bohr^-2, E = 5191.6 hartree
estimate 2c^2/5 = 7511.5 bohr^-2
falls below minimum at alpha = 14707.0 bohr^-2
estimate 4c^2/5 = 15023.1 bohr^-2
hydrogenic 1s, Z = 4: mass-velocity = -0.008520 hartree
hydrogenic 1s, Z = 4: Darwin = 0.006816 hartree
hydrogenic 1s, Z = 4: sum = -0.001704 hartree
Be Hartree-Fock, s exponents 0.05 * 3^k bohr^-2
functions | top exponent (bohr^-2) | E nonrel (hartree) | first-order Pauli (hartree) | SCF Pauli minus nonrel (hartree) | p_rms/c lowest
 9 | 328.1 | -14.56640 | -0.002341 | -0.002369 | 0.0269
10 | 984.2 | -14.57131 | -0.002436 | -0.002488 | 0.0269
11 | 2952.5 | -14.57230 | -0.002478 | -0.002580 | 0.0269
12 | 8857.4 | -14.57249 | -0.002497 | -0.003097 | 0.0269
13 | 26572.1 | -14.57252 | -0.002507 | -252521.821204 | 2.9082
14 | 79716.2 | -14.57253 | -0.002511 | -3441182.447728 | 5.0443
Be determinant of the 9-function basis, parts in hartree:
kinetic T = 14.54797, Coulomb W = -29.11437
mass-velocity -M = -0.012599, Darwin D = 0.010258
compressed by 1: Pauli energy = -14.569 hartree
compressed by 10: Pauli energy = 1047.921 hartree
compressed by 30: Pauli energy = 2291.496 hartree
compressed by 100: Pauli energy = -1107077.366 hartree
\end{verbatim}
